# Variance cost of fitting two overlapping Gaussian peaks

## Problem

A photoelectron spectrum is recorded at energies $E_i$ with a uniform step $h$. After subtraction of a known background it contains two peaks,

$$y_i = A_1 g_1(E_i) + A_2 g_2(E_i) + n_i ,\qquad g_k(E)=\frac{1}{\sqrt{2\pi}\,\sigma}\,e^{-(E-\mu_k)^2/2\sigma^2}.$$

The positions $\mu_1$ and $\mu_2=\mu_1+d$ and the common standard deviation $\sigma$ are known; the areas $A_1$ and $A_2$ are not. Each $g_k$ has unit area, so with $y_i$ in counts per channel the areas are in counts eV. The noise is white and uniform: $n_i$ has zero mean, the same variance $s^2$ in every channel, and no correlation between channels. The window contains both peaks whole, and the step is no larger than about $\sigma$.

Let $V_0$ be the variance of the least-squares estimate of $A_1$ when $A_2$ is already known. By what factor does the variance of each area exceed $V_0$ when both areas are fitted and the peaks lie one standard deviation apart, $d=\sigma$?

## First estimate by scaling

Consider first a single unknown amplitude $a$ multiplying a known template $t_i$, so that $y_i=a t_i+n_i$. Minimising $\sum_i (y_i-a t_i)^2$ over $a$ gives

$$\hat a=\frac{\sum_i t_i y_i}{\sum_i t_i^2}=a+\frac{\sum_i t_i n_i}{\sum_i t_i^2},\qquad \mathrm{Var}(\hat a)=\frac{s^2\sum_i t_i^2}{\left(\sum_i t_i^2\right)^2}=\frac{s^2}{\sum_i t_i^2}.$$

A template of small norm therefore has a poorly determined amplitude. With $t=g_1$ this variance is $V_0$.

Now write the two-peak signal in terms of the total $S=A_1+A_2$ and the difference $D=A_1-A_2$:

$$A_1g_1+A_2g_2=S\,\frac{g_1+g_2}{2}+D\,\frac{g_1-g_2}{2}.$$

The first template is even about the midpoint of the peaks and the second is odd, so their product sums to zero on a fine grid. The two amplitudes are then fitted independently of each other.

For close peaks the even template is nearly one peak $g$, which gives $\mathrm{Var}(\hat S)\sim V_0$. The odd template is roughly $(d/2)$ times the slope of a peak. A peak of width $\sigma$ has a slope of order $g/\sigma$, so this template is smaller than $g$ by a factor of order $d/2\sigma$, and $\mathrm{Var}(\hat D)\sim (4\sigma^2/d^2)V_0$. Since $A_1=(S+D)/2$,

$$\frac{\mathrm{Var}(\hat A_1)}{V_0}\sim\frac14\left(1+\frac{4\sigma^2}{d^2}\right)=\frac14+\frac{\sigma^2}{d^2}.$$

At $d=\sigma$ the estimate is 1.25. It identifies the difference of the areas as the weak point, but the coefficient of $\sigma^2/d^2$ has been guessed.

## Exact solution

**Normal equations.** Setting the derivatives of $\sum_i(y_i-A_1g_1-A_2g_2)^2$ with respect to $A_1$ and $A_2$ to zero gives

$$\sum_k M_{jk}\hat A_k=b_j,\qquad M_{jk}=\sum_i g_j(E_i)g_k(E_i),\qquad b_j=\sum_i g_j(E_i)y_i .$$

Inserting the model for $y_i$ gives $b=MA+\beta$ with $\beta_j=\sum_i g_j(E_i)n_i$, hence $\hat A=A+M^{-1}\beta$. The estimate is unbiased. For white noise

$$\langle\beta_j\beta_k\rangle=\sum_{i,l}g_j(E_i)g_k(E_l)\langle n_in_l\rangle=s^2M_{jk},$$

and, because $M$ is symmetric,

$$\mathrm{Cov}(\hat A)=M^{-1}(s^2M)M^{-1}=s^2M^{-1}.$$

**Overlap integrals.** On a fine grid $M_{jk}\simeq h^{-1}\int g_jg_k\,dE$. Let $x$ be the energy measured from the midpoint, so that the peaks sit at $\mp d/2$. The exponents add to

$$-\frac{(x+d/2)^2+(x-d/2)^2}{2\sigma^2}=-\frac{2x^2+d^2/2}{2\sigma^2}=-\frac{x^2}{\sigma^2}-\frac{d^2}{4\sigma^2}.$$

With $\int e^{-x^2/\sigma^2}dx=\sqrt\pi\,\sigma$,

$$\int g_1g_2\,dE=\frac{\sqrt\pi\,\sigma}{2\pi\sigma^2}\,e^{-d^2/4\sigma^2}=\frac{\rho}{2\sqrt\pi\,\sigma},\qquad \rho=e^{-d^2/4\sigma^2}.$$

Setting $d=0$ gives $\int g_1^2\,dE=1/(2\sqrt\pi\,\sigma)$. Thus

$$M=N\begin{pmatrix}1&\rho\\ \rho&1\end{pmatrix},\qquad N=\frac{1}{2\sqrt\pi\,\sigma h}.$$

**One area unknown.** The single-template result gives

$$V_0=\frac{s^2}{N}=2\sqrt\pi\,\sigma h s^2 .$$

**Both areas unknown.** The matrix in $M$ has determinant $1-\rho^2$, so

$$\mathrm{Cov}(\hat A)=\frac{V_0}{1-\rho^2}\begin{pmatrix}1&-\rho\\-\rho&1\end{pmatrix}.$$

Since $\rho^2=e^{-d^2/2\sigma^2}$, both areas have the variance

$$\frac{\mathrm{Var}(\hat A_k)}{V_0}=\frac{1}{1-e^{-d^2/2\sigma^2}}\;\xrightarrow{\;d=\sigma\;}\;\frac{1}{1-e^{-1/2}}=\frac{1}{0.3935}=2.54 .$$

The standard error grows by the square root, 1.59. Within this model the factor does not depend on the areas, the noise level or the (fine) step.

**Geometric meaning.** The part of $g_1$ that $g_2$ can imitate is $\rho g_2$. The remainder $g_1-\rho g_2$ has squared norm $N(1-2\rho^2+\rho^2)=N(1-\rho^2)$. When $A_2$ is free, this remainder carries the information on $A_1$, and at $d=\sigma$ it holds 39% of the squared norm of the peak.

**Role of the step.** The product $g_jg_k$ is a Gaussian of variance $\sigma^2/2$. By Poisson summation, replacing its sum by an integral makes a relative error of at most about $2e^{-\pi^2\sigma^2/h^2}$. This is $10^{-4}$ at $h=\sigma$ but 0.17 at $h=2\sigma$. Over different placements of the grid, the computed factor stays between 2.540 and 2.543 for $h=\sigma$ and ranges from 1.72 to 5.88 for $h=2\sigma$.

## Comparison of the two

The exact covariance gives the variances of the total and the difference:

$$\mathrm{Var}(\hat S)=\frac{2V_0(1-\rho)}{1-\rho^2}=\frac{2V_0}{1+\rho},\qquad \mathrm{Var}(\hat D)=\frac{2V_0(1+\rho)}{1-\rho^2}=\frac{2V_0}{1-\rho}.$$

A quarter of their sum is $\mathrm{Var}(\hat A_1)$, so the estimate can be checked part by part. At $d=\sigma$, $\rho=0.7788$.

- The total contributes $1/[2(1+\rho)]=0.28$, where the estimate had 0.25.
- The difference contributes $1/[2(1-\rho)]=2.26$, where the estimate had 1.

The shortfall lies mostly in the slope. From $g'=-xg/\sigma^2$, with $x$ now measured from the peak, and the variance $\sigma^2/2$ of $g^2$,

$$\int g'^2dE=\frac{1}{\sigma^4}\int x^2g^2dE=\frac{1}{2\sigma^2}\int g^2dE .$$

The squared slope is thus half of the assumed $g^2/\sigma^2$, which raises the contribution from 1 to 2; the finite separation supplies the other 0.26. Expanding the full factor for small $d/\sigma$ gives

$$\frac{1}{1-e^{-d^2/2\sigma^2}}=\frac{2\sigma^2}{d^2}+\frac12+O\!\left(\frac{d^2}{\sigma^2}\right),$$

which is already 2.5 at $d=\sigma$. The scaling estimate had the right power of $d$ and half the right coefficient.

For well-separated peaks the estimate fails, since it tends to 1/4. There $g_1$ and $g_2$ no longer overlap, the even and odd templates each have squared norm $N/2$, and the factor tends to 1. The approach is quick: the factor is 8.51 at $d=0.5\sigma$, 1.16 at $2\sigma$ and 1.01 at $3\sigma$.

## A silicon 2p doublet

Take $d=\sigma=0.60$ eV, $h=0.10$ eV and a background of 10000 counts per channel, so that $s=\sqrt{10000}=100$ counts. The areas are $A_1=2000$ and $A_2=1000$ counts eV. Then

$$V_0=2\sqrt\pi\,(0.60)(0.10)(100)^2=2127\ (\text{counts eV})^2 .$$

The standard error is 46.1 counts eV with the other area known and $1.594\times46.1=73.5$ counts eV with both fitted. Fits to 40000 simulated spectra gave 73.6 and 73.8 counts eV for the two areas, a variance factor of 2.55 and a correlation of $-0.779$, against the predicted $-\rho$. The total of 3000 counts eV has a standard error of 48.9 counts eV, or 1.6%; the difference of 1000 counts eV has 138.7 counts eV, or 14%.

Leaving peak 2 out of the fit does not recover $V_0$ honestly. The estimate $\sum_i g_1y_i/\sum_i g_1^2$ then has the mean $A_1+\rho A_2=2000+779=2779$ counts eV, a bias far above the noise.

A known ratio $r=A_2/A_1$ does help. The template becomes $g_1+rg_2$, with squared norm $N(1+2r\rho+r^2)$, so

$$\frac{\mathrm{Var}(\hat A_1)}{V_0}=\frac{1}{1+2r\rho+r^2}=\frac{1}{1+0.779+0.25}=0.493\qquad(r=0.5),$$

and the standard error falls to 32.4 counts eV. Longer counting is another remedy. When background noise dominates, areas and noise variance both grow in proportion to time, so the relative variance falls as its inverse, and 2.54 times the counting time compensates for the second free area. In simulations with Poisson noise the relative error of $A_1$ was 2.46% with $A_2$ known and 2.44% with both fitted and the longer count.

**The real case.** The parameters are rough values for the Si 2p doublet of an ultrathin silica film: a spin–orbit splitting near 0.6 eV and a full width of 1.4 eV per component. The statistical weights of the two levels, 4 and 2, suggest the 2:1 ratio, and where it is trusted it should be imposed. Free areas are needed when the two peaks are different chemical states. In Si 2p each such state is itself a doublet, so the factor 2.54 for single Gaussians does not carry over; it is replaced by $1/(1-\rho^2)$ with $\rho$ the normalised overlap of the two doublet templates. For a film on silicon, the substrate Si 2p signal about 4 eV lower in binding energy and the suboxide states between lie in the same window and need templates of their own; the two-peak model leaves them out. The strong, flat background is a special choice: on a thick oxide the peak can dominate the background, and the noise is then not uniform. Even here the summed peaks reach 1790 counts per channel. Including their Poisson noise changes the factor to 2.47 and the standard error of $A_1$ to 77.7 counts eV. Fitting a linear background as well, over a window 12 eV wide, gives $\mathrm{Var}(\hat A_1)=2.64\,V_0$, which is 2.17 times the variance of a one-peak fit with the same free background.

Errors in the assumed line shape and position can matter more than noise:

- If the data lie 0.05 eV above the assumed positions, the biases are $-215$ and $+229$ counts eV, about three times the standard error. For close peaks, $g_k(E-\delta)\simeq g_k+(\delta/d)(g_2-g_1)$, so a shift $\delta$ moves about $(\delta/d)(A_1+A_2)=250$ counts eV from peak 1 to peak 2. The total changes by only 14 counts eV.
- If the real peaks are 5% broader than assumed, the biases are $-63$ and $+4$ counts eV.
- An ignored Lorentzian lifetime width of 0.10 eV, a rough value, gives $-103$ and $-18$ counts eV.

Freeing a common shift of both peaks removes the first bias only when the noise is weak, and even then at a price. The linearised variance of $A_1$ rises to about $45\,V_0$, which would be a standard error of about 310 counts eV, already larger than the bias it was meant to cure. Linearisation holds only for weaker noise; at the noise level used here the actual scatter is larger still, and the fit is itself biased. The two areas can be exchanged and the pair moved so that the total, mean and variance of the summed peak stay the same, and strong noise can hide the small difference in shape that remains. With both areas free and at this noise level, an independent energy calibration good to well below 0.05 eV is therefore worth more than a free shift. The balance depends on the noise: the bias from a calibration error, about 42 counts eV per 0.01 eV, does not shrink with the noise, while the cost of a free shift does. At one tenth of the noise a free shift gives a standard error of about 31 counts eV, and a calibration would have to be good to about 0.007 eV to compete. With the ratio of the areas imposed, a free shift costs almost nothing, because the summed template is orthogonal to its own slope. The factor 2.54 is thus the cost of the second area alone, for two single Gaussians one standard deviation apart whose positions and shape are known.

## Table of computed values

```
INPUTS
Peak separation d: 0.60 eV
Standard deviation sigma: 0.60 eV
Full width at half maximum: 1.413 eV
Energy step h: 0.10 eV
Number of channels: 121
Background: 10000 counts per channel
Noise s: 100 counts per channel
True area A1: 2000 counts eV
True area A2: 1000 counts eV
Highest point of summed peaks: 1790 counts per channel
MAIN RESULT
Integral of g1^2 (quadrature): 0.47016 1/eV
Integral of g1*g2 (quadrature): 0.36616 1/eV
Overlap rho (quadrature): 0.77880
Orthogonal fraction 1-rho^2 (grid): 0.39347
Variance factor, formula: 2.5415
Variance factor, simulated: 2.546
Standard-error factor: 1.594
V0: 2126.9 (counts eV)^2
Standard error, other area known: 46.1 counts eV
Standard error, both fitted: 73.5 counts eV
Same, simulated A1: 73.6 counts eV
Same, simulated A2: 73.8 counts eV
Correlation of areas, simulated: -0.779
Standard error of A1+A2: 48.9 counts eV
Standard error of A1-A2: 138.7 counts eV
Mean A1 if peak 2 is ignored: 2779 counts eV
Variance factor, ratio A2/A1 known: 0.493
Standard error of A1, ratio known: 32.4 counts eV
OTHER SEPARATIONS AND STEPS
Variance factor at d/sigma = 0.5: 8.510
Variance factor at d/sigma = 2.0: 1.157
Variance factor at d/sigma = 3.0: 1.011
Variance factor, step 1 sigma: 2.540 to 2.543
Variance factor, step 2 sigma: 1.719 to 5.884
NEGLECTED EFFECTS
Poisson noise: variance factor for A1: 2.473
Poisson noise: standard error of A1: 77.7 counts eV
Relative error of A1, A2 known: 2.46 %
Relative error of A1, both fitted, longer count: 2.44 %
Fitted linear background: Var(A1)/V0: 2.638
Fitted linear background: both/one variance: 2.170
Energy-scale error assumed: 0.05 eV
  bias of A1: -215.1 counts eV
  bias of A2: 229.2 counts eV
Width 5 % too small in fit: bias of A1: -62.6 counts eV
Width 5 % too small in fit: bias of A2: 4.2 counts eV
Lorentzian full width assumed: 0.10 eV
  bias of A1: -103.3 counts eV
  bias of A2: -17.7 counts eV
Free common shift: Var(A1)/V0, linearised: 44.9
Free common shift: standard error of A1: 309 counts eV
```
